# Helium's alpha^2 energy correction from singular expectation values: a numerical check

```python
"""
Result under test: helium ground state, infinite nuclear mass, atomic units,
  E2 = -<p1^4>/4 + pi Z <delta(r1)> + pi <delta(r12)> + B
is the coefficient of alpha^2 hartree, approximately -1.952.
<p1^4> = ||Laplacian_1 psi||^2 for one electron; B is the orbit-orbit term
  B = -1/2 <p1^i (delta_ij/r12 + r12^i r12^j/r12^3) p2^j>.
Trial function: exp(-a s) * sum c s^i t^(2j) u^k, i+2j+k <= N,
with s = r1+r2, t = r1-r2, u = r12.
"""
from math import comb, perm, pi
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, qr, solve_triangular

Z = 2
DECAY = 2.0


def assemble(p4, d1, d12, orbit):
    return -p4 / 4 + pi * Z * d1 + pi * d12 + orbit


# Hydrogen 1s: norm definition of p^4 against the pointwise fourth derivative
r = sp.symbols("r", positive=True)
psi_h = sp.exp(-r) / sp.sqrt(sp.pi)


def radial_laplacian(f):
    return sp.expand(sp.diff(r * f, r, 2) / r)


def radial_integral(f):
    return sp.integrate(sp.expand(4 * sp.pi * r**2 * f), (r, 0, sp.oo))


lap_h = radial_laplacian(psi_h)
p4_norm = radial_integral(lap_h**2)
p4_pointwise = radial_integral(psi_h * radial_laplacian(lap_h))
pole = sp.limit(r * lap_h, r, 0)
p4_contact = -4 * sp.pi * pole * psi_h.subs(r, 0)
assert sp.simplify(p4_norm - p4_pointwise - p4_contact) == 0

# One-body operator against the expansion of the Dirac 1s energy
fs, zz = sp.symbols("fs zz", positive=True)
dirac = (sp.sqrt(1 - (zz * fs)**2) - 1) / fs**2
dirac_term = sp.series(dirac, fs, 0, 4).removeO().coeff(fs, 2)
density_h = psi_h.subs(r, 0)**2
one_body = zz**4 * (-p4_norm / 8 + sp.pi * density_h / 2)
assert sp.simplify(dirac_term - one_body) == 0

# Two-body operator against the amplitude between free Dirac spinors (m=c=1)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
zero2 = np.zeros((2, 2))
dirac_alpha = [np.block([[zero2, m], [m, zero2]]) for m in sigma]


def spinors(p):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum("k,kij->ij", p, sigma) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack([np.eye(2), lower])


scale = 1e-3
q = scale * np.array([0.7, -0.4, 0.9])
mean1 = scale * np.array([0.5, 0.8, -0.3])
mean2 = scale * np.array([-0.6, 0.2, 0.7])
in1, out1 = spinors(mean1 - q / 2), spinors(mean1 + q / 2)
in2, out2 = spinors(mean2 + q / 2), spinors(mean2 - q / 2)
transverse = np.eye(3) - np.outer(q, q) / (q @ q)
amplitude = np.kron(out1.conj().T @ in1, out2.conj().T @ in2)
for k in range(3):
    for l in range(3):
        current1 = out1.conj().T @ dirac_alpha[k] @ in1
        current2 = out2.conj().T @ dirac_alpha[l] @ in2
        amplitude = amplitude - transverse[k, l] * np.kron(current1, current2)
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
coulomb = 4 * pi / (q @ q)
spinor_value = coulomb * ((singlet @ amplitude @ singlet).real - 1)
convection = -coulomb * (mean1 @ transverse @ mean2)
contact_coefficient = spinor_value - convection
assert abs(contact_coefficient - pi) < 1e-4  # terms of order scale^2 remain

# Position form of the transverse propagator: (delta_ij + n_i n_j)/(2r)
xyz = sp.symbols("x y z", real=True)
dist = sp.sqrt(sum(c**2 for c in xyz))


def tensor(i, j):
    return (int(i == j) / dist + xyz[i] * xyz[j] / dist**3) / 2


for j in range(3):
    assert sp.simplify(sum(sp.diff(tensor(i, j), xyz[i])
                           for i in range(3))) == 0
for i, j in ((0, 0), (0, 1)):
    lap_t = sum(sp.diff(tensor(i, j), c, 2) for c in xyz)
    assert sp.simplify(lap_t + sp.diff(1 / dist, xyz[i], xyz[j])) == 0


# Hylleraas calculation
def power_derivative(x, n, order):
    return perm(n, order) * x**max(n - order, 0)


def columns(basis, s, t, u, ds=0, dt=0, du=0):
    """Derivatives of basis functions, with exp(-DECAY*s) divided out."""
    result = np.empty((len(s), len(basis)))
    for col, (i, j, k) in enumerate(basis):
        part_s = sum(comb(ds, m) * (-DECAY)**(ds - m)
                     * power_derivative(s, i, m) for m in range(ds + 1))
        result[:, col] = (part_s * power_derivative(t, j, dt)
                          * power_derivative(u, k, du))
    return result


def hylleraas(order, n_angle=36):
    basis = [(i, j, k) for i in range(order + 1)
             for j in range(0, order + 1 - i, 2)
             for k in range(order + 1 - i - j)]
    x, wx = np.polynomial.laguerre.laggauss(14)
    s_line, ws = x / (2 * DECAY), wx / (2 * DECAY)
    g, wg = np.polynomial.legendre.leggauss(n_angle)
    # the map clusters points where a particle meets the nucleus
    mapped = (15 * g - 10 * g**3 + 3 * g**5) / 8
    w_map = wg * 15 * (1 - g**2)**2 / 8
    s, p, v = [m.ravel() for m in np.meshgrid(
        s_line, (1 + mapped) / 2, mapped, indexing="ij")]
    weight = np.einsum("i,j,k->ijk", ws, w_map / 2, w_map).ravel()
    u = s * p
    t = u * v
    r1, r2 = (s + t) / 2, (s - t) / 2
    weight = weight * 4 * pi**2 * r1 * r2 * u * s * u
    cos1 = (r1**2 + u**2 - r2**2) / (2 * r1 * u)
    cos2 = (r2**2 + u**2 - r1**2) / (2 * r2 * u)
    cos12 = (r1**2 + r2**2 - u**2) / (2 * r1 * r2)
    potential = -Z / r1 - Z / r2 + 1 / u

    root = np.sqrt(weight)[:, None]
    ortho, tri = qr(root * columns(basis, s, t, u), mode="economic")

    def orthonormal(matrix):
        return solve_triangular(tri, (root * matrix).T, trans="T").T

    f_s = columns(basis, s, t, u, ds=1)
    f_t = columns(basis, s, t, u, dt=1)
    g1, g2 = orthonormal(f_s + f_t), orthonormal(f_s - f_t)
    gu = orthonormal(columns(basis, s, t, u, du=1))
    k1, k2 = cos1[:, None], cos2[:, None]
    ham = 0.5 * (g1.T @ (g1 + k1 * gu) + g2.T @ (g2 + k2 * gu)
                 + gu.T @ (k1 * g1 + k2 * g2 + 2 * gu))
    ham += ortho.T @ (potential[:, None] * ortho)
    values, vectors = eigh((ham + ham.T) / 2, subset_by_index=[0, 0])
    energy = values[0]
    coef = solve_triangular(tri, vectors[:, 0])

    def d(a=0, b=0, c=0):
        return columns(basis, s, t, u, a, b, c) @ coef

    def mean(f):
        return float(weight @ f)

    psi, ps, pt, pu = d(), d(1), d(0, 1), d(0, 0, 1)
    p1, p2 = ps + pt, ps - pt
    pss, pst, ptt, puu = d(2), d(1, 1), d(0, 2), d(0, 0, 2)
    psu, ptu = d(1, 0, 1), d(0, 1, 1)
    lap1 = (pss + 2 * pst + ptt + 2 * p1 / r1 + puu + 2 * pu / u
            + 2 * cos1 * (psu + ptu))
    lap2 = (pss - 2 * pst + ptt + 2 * p2 / r2 + puu + 2 * pu / u
            + 2 * cos2 * (psu - ptu))
    grad_sq = (p1**2 + p2**2 + 2 * pu**2
               + 2 * cos1 * p1 * pu + 2 * cos2 * p2 * pu)
    grad_dot = (cos12 * p1 * p2 - cos1 * p1 * pu
                - cos2 * p2 * pu - pu**2)
    along = -(cos1 * p1 + pu) * (cos2 * p2 + pu)
    excess = energy - potential

    # direct contact densities: line integrals of the wavefunction
    zero = np.zeros_like(s_line)
    at_nucleus = columns(basis, s_line, -s_line, s_line) @ coef
    at_meeting = columns(basis, s_line, zero, zero) @ coef
    out = {
        "size": len(basis), "energy": energy,
        "virial": mean(potential * psi**2) / mean(grad_sq / 2),
        "p4": mean(lap1**2),
        "d1": float(4 * pi * ws @ (s_line**2 * at_nucleus**2)),
        "d12": float(4 * pi * ws @ (s_line**2 / 8 * at_meeting**2)),
        "orbit": -0.5 * mean((grad_dot + along) / u),
        "p4r": 2 * mean(excess**2 * psi**2) - mean(lap1 * lap2),
        "d1r": (4 * mean(excess * psi**2 / r1)
                - 2 * mean(grad_sq / r1)) / (4 * pi),
        "d12r": (2 * mean(excess * psi**2 / u)
                 - mean(grad_sq / u)) / (4 * pi),
    }
    out["E2"] = assemble(out["p4"], out["d1"], out["d12"], out["orbit"])
    out["E2r"] = assemble(out["p4r"], out["d1r"], out["d12r"], out["orbit"])
    return out


orders = (2, 4, 6, 8, 10)
runs = [hylleraas(n) for n in orders]
best = runs[-1]
finer = hylleraas(orders[-1], n_angle=44)

given = {"p4": 54.09, "d1": 1.810, "d12": 0.1063, "orbit": -0.139}
half_digit = {"p4": 0.005, "d1": 0.0005, "d12": 0.00005, "orbit": 0.0005}
claimed = -1.952
rounded_sum = assemble(**given)
rounding_bound = (half_digit["p4"] / 4 + pi * Z * half_digit["d1"]
                  + pi * half_digit["d12"] + half_digit["orbit"])

alpha = constants.fine_structure
hartree_cm = constants.value("hartree-inverse meter relationship") / 100
ion = float(one_body.subs(zz, Z))

print("Hydrogen 1s <p^4>, norm (a.u.):", p4_norm)
print("Hydrogen 1s <p^4>, pointwise (a.u.):", p4_pointwise)
print("Hydrogen 1s contact part (a.u.):", p4_contact)
print(f"Singlet delta(r12) factor / pi: {contact_coefficient / pi:.6f}")
print("Rounded inputs, terms in alpha^2 hartree:")
print(f"  -p1^4/4       {-given['p4'] / 4:.4f}")
print(f"  pi Z delta(r1) {pi * Z * given['d1']:.4f}")
print(f"  pi delta(r12)  {pi * given['d12']:.4f}")
print(f"  orbit-orbit   {given['orbit']:.4f}")
print(f"  sum {rounded_sum:.4f}, rounding bound {rounding_bound:.4f}")
print(f"Hylleraas exponent a (1/bohr): {DECAY:.1f}")
for n, run in zip(orders, runs):
    print(f"N={n}, functions={run['size']}, E={run['energy']:.8f} hartree")
    print(f"  direct a.u.: p1^4 {run['p4']:.5f}, d(r1) {run['d1']:.6f},"
          f" d(r12) {run['d12']:.6f}")
    print(f"  regular a.u.: p1^4 {run['p4r']:.5f}, d(r1) {run['d1r']:.6f},"
          f" d(r12) {run['d12r']:.6f}")
    print(f"  B {run['orbit']:.6f}; E2 direct {run['E2']:.5f},"
          f" regular {run['E2r']:.5f} alpha^2 hartree")
print("Largest basis, regular terms in alpha^2 hartree:")
print(f"  -p1^4/4       {-best['p4r'] / 4:.5f}")
print(f"  pi Z delta(r1) {pi * Z * best['d1r']:.5f}")
print(f"  pi delta(r12)  {pi * best['d12r']:.5f}")
print(f"  orbit-orbit   {best['orbit']:.5f}")
print(f"Virial ratio <V>/<T>: {best['virial']:.7f}")
print(f"p1^4 change on finer grid (a.u.): {finer['p4'] - best['p4']:.1e}")
print(f"alpha^2: {alpha**2:.6e}")
print(f"Correction: {best['E2r'] * alpha**2 * 1e6:.2f} microhartree")
print(f"Correction: {best['E2r'] * alpha**2 * hartree_cm:.2f} cm^-1")
print(f"He+ correction: {ion:.4f} alpha^2 hartree")
print(f"Ionization energy change: {ion - best['E2r']:.4f} alpha^2 hartree")

# Variational and numerical quality
energies = [run["energy"] for run in runs]
assert all(b < a for a, b in zip(energies, energies[1:]))
assert energies[-2] - energies[-1] < 1e-5
assert abs(best["virial"] + 2) < 1e-4
assert abs(finer["p4"] - best["p4"]) < 1e-4
# Direct and regularized values differ only by basis incompleteness:
# the gap is small in the largest basis and closes as the basis grows
for key, limit in (("p4", 0.01), ("d1", 1e-3), ("d12", 2e-4)):
    gaps = [abs(run[key] - run[key + "r"]) for run in runs[-3:]]
    assert gaps[2] < limit, key
    assert gaps[0] > gaps[1] > gaps[2], key
# Given values must be correct roundings of the better converged values
converged = {"p4": best["p4r"], "d1": best["d1r"],
             "d12": best["d12r"], "orbit": best["orbit"]}
for key, value in given.items():
    assert abs(converged[key] - value) < half_digit[key], key
assert abs(best["E2"] - claimed) < 2e-3
assert abs(best["E2r"] - claimed) < 1e-3
# Rounded inputs are compatible with the result but miss its last digit
assert 5e-4 < abs(rounded_sum - best["E2r"]) < rounding_bound
print("verified")
```

Running it gives:

```
Hydrogen 1s <p^4>, norm (a.u.): 5
Hydrogen 1s <p^4>, pointwise (a.u.): -3
Hydrogen 1s contact part (a.u.): 8
Singlet delta(r12) factor / pi: 0.999997
Rounded inputs, terms in alpha^2 hartree:
  -p1^4/4       -13.5225
  pi Z delta(r1) 11.3726
  pi delta(r12)  0.3340
  orbit-orbit   -0.1390
  sum -1.9550, rounding bound 0.0050
Hylleraas exponent a (1/bohr): 2.0
N=2, functions=7, E=-2.90296574 hartree
  direct a.u.: p1^4 55.47778, d(r1) 1.840586, d(r12) 0.111608
  regular a.u.: p1^4 54.57814, d(r1) 1.820807, d(r12) 0.106639
  B -0.142482; E2 direct -2.09656, regular -2.01154 alpha^2 hartree
N=4, functions=22, E=-2.90371351 hartree
  direct a.u.: p1^4 54.09137, d(r1) 1.810632, d(r12) 0.107202
  regular a.u.: p1^4 54.09976, d(r1) 1.810406, d(r12) 0.106346
  B -0.139610; E2 direct -1.94913, regular -1.95534 alpha^2 hartree
N=6, functions=50, E=-2.90372299 hartree
  direct a.u.: p1^4 54.06773, d(r1) 1.810075, d(r12) 0.106637
  regular a.u.: p1^4 54.08937, d(r1) 1.810369, d(r12) 0.106347
  B -0.139220; E2 direct -1.94811, regular -1.95258 alpha^2 hartree
N=8, functions=95, E=-2.90372409 hartree
  direct a.u.: p1^4 54.07834, d(r1) 1.810260, d(r12) 0.106473
  regular a.u.: p1^4 54.08881, d(r1) 1.810408, d(r12) 0.106346
  B -0.139135; E2 direct -1.95003, regular -1.95211 alpha^2 hartree
N=10, functions=161, E=-2.90372430 hartree
  direct a.u.: p1^4 54.08332, d(r1) 1.810347, d(r12) 0.106409
  regular a.u.: p1^4 54.08854, d(r1) 1.810422, d(r12) 0.106346
  B -0.139110; E2 direct -1.95090, regular -1.95194 alpha^2 hartree
Largest basis, regular terms in alpha^2 hartree:
  -p1^4/4       -13.52213
  pi Z delta(r1) 11.37521
  pi delta(r12)  0.33409
  orbit-orbit   -0.13911
Virial ratio <V>/<T>: -2.0000002
p1^4 change on finer grid (a.u.): -1.8e-05
alpha^2: 5.325135e-05
Correction: -103.94 microhartree
Correction: -22.81 cm^-1
He+ correction: -2.0000 alpha^2 hartree
Ionization energy change: -0.0481 alpha^2 hartree
verified
```
